# Conductivity and density-of-states masses of electrons in silicon: verification in Python

```python
"""Effective masses of the six conduction-band valleys of silicon.

Result under test, for parabolic, equally filled valleys and a scalar
relaxation time that depends on energy only:
  conductivity mass       m_c = 3 / (1/m_l + 2/m_t)
  density-of-states mass  m_d = 6**(2/3) * (m_l * m_t**2)**(1/3)
m_l, m_t: longitudinal and transverse valley masses in free-electron masses.
Numerical integrals use reduced units: hbar = m0 = kB*T = e = 1.
eta: chemical potential above the valley minimum, in kB*T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

m_l, m_t = 0.916, 0.19
# One mass triple (x, y, z) per cubic axis; each stands for two valleys.
pairs = [np.array([m_l if i == axis else m_t for i in range(3)])
         for axis in range(3)]

# Derived formulas
m_c = 3 / (1 / m_l + 2 / m_t)
m_one = (m_l * m_t**2) ** (1 / 3)
m_d = 6 ** (2 / 3) * m_one


def band(kx, ky, kz, m):
    return kx**2 / (2 * m[0]) + ky**2 / (2 * m[1]) + kz**2 / (2 * m[2])


def constant_tau(energy):
    return np.ones_like(energy)


def falling_tau(energy):
    return 1 / (1 + energy)


def pair_integrals(m, eta, tau=constant_tau):
    """Density and conductivity tensor of two valleys, summed on a k-grid."""
    u = np.linspace(-6.4, 6.4, 65)
    axes = [u * np.sqrt(2 * mass) for mass in m]
    k = np.meshgrid(*axes, indexing="ij")
    cell = np.prod([a[1] - a[0] for a in axes])
    weight = 2 * 2 * cell / (2 * np.pi) ** 3      # two valleys, two spins
    energy = band(*k, m)
    f = expit(eta - energy)
    minus_df = f * expit(energy - eta)
    step = 1e-3
    velocity = []
    for i in range(3):
        up, down = list(k), list(k)
        up[i] = k[i] + step
        down[i] = k[i] - step
        velocity.append((band(*up, m) - band(*down, m)) / (2 * step))
    kernel = tau(energy) * minus_df
    sigma = np.array([[np.sum(velocity[i] * velocity[j] * kernel)
                       for j in range(3)] for i in range(3)])
    return weight * f.sum(), weight * sigma


# Conductivity from the Boltzmann integral, degenerate filling
eta = 1.0
data = [pair_integrals(m, eta) for m in pairs]
density = sum(d[0] for d in data)
sigma = sum(d[1] for d in data)
m_c_grid = density / sigma[0, 0]
assert np.allclose(sigma, density / m_c * np.eye(3), rtol=1e-7,
                   atol=1e-8 * density)

# Energy-dependent relaxation time leaves the conductivity mass unchanged
sigma_tau = sum(pair_integrals(m, eta, falling_tau)[1] for m in pairs)


def transport_weight(x):                          # energy = x**2
    return 2 * x**4 * expit(eta - x**2) * expit(x**2 - eta)


top = quad(lambda x: transport_weight(x) / (1 + x**2), 0, 7, epsabs=1e-12)[0]
bottom = quad(transport_weight, 0, 7, epsabs=1e-12)[0]
tau_mean = top / bottom
m_c_tau = density * tau_mean / sigma_tau[0, 0]
assert abs(m_c_tau / m_c - 1) < 1e-7

# Density-of-states mass by counting lattice points inside the ellipsoids
dk, energy_cut = 0.02, 1.0
line = (np.arange(-72, 72) + 0.5) * dk
kx, ky, kz = line[:, None, None], line[None, :, None], line[None, None, :]
points = sum(2 * np.count_nonzero(band(kx, ky, kz, m) < energy_cut)
             for m in pairs)
states = 2 * points * (dk / (2 * np.pi)) ** 3
m_d_count = (3 * np.pi**2 * states) ** (2 / 3) / (2 * energy_cut)
assert abs(m_d_count / m_d - 1) < 5e-3            # finite lattice spacing

# Same electron density from one isotropic band of mass m_d
fermi = quad(lambda x: 2 * x**2 * expit(eta - x**2), 0, 7, epsabs=1e-12)[0]
density_iso = (2 * m_d) ** 1.5 / (2 * np.pi**2) * fermi
assert abs(density_iso / density - 1) < 1e-7

# Effective density of states: dilute limit of the k-space integral
temperature = 300.0
kT = const.k * temperature
eta_low = -20.0
dilute = sum(pair_integrals(m, eta_low)[0] for m in pairs) / np.exp(eta_low)
k_unit = np.sqrt(const.m_e * kT) / const.hbar
Nc_grid = dilute * k_unit**3 * 1e-6


def effective_dos(mass):
    return 2e-6 * (mass * const.m_e * kT
                   / (2 * np.pi * const.hbar**2)) ** 1.5


Nc = effective_dos(m_d)
Nc_wrong = effective_dos(m_c)
assert abs(Nc_grid / Nc - 1) < 1e-7

# Unequal filling: the valley pair on z lowered by a splitting
splitting = 2.0
split = [pair_integrals(m, eta + (splitting if axis == 2 else 0.0))
         for axis, m in enumerate(pairs)]
n_split = np.array([s[0] for s in split])
share = n_split / n_split.sum()
m_split_grid = n_split.sum() / np.diag(sum(s[1] for s in split))
m_split = 1 / sum(w / m for w, m in zip(share, pairs))
assert np.allclose(m_split_grid, m_split, rtol=1e-7)
assert m_split[0] < m_c < m_split[2]

# Mobility for a chosen relaxation time
tau_ps = 0.2
mobility = const.e * tau_ps * 1e-12 / (m_c * const.m_e) * 1e4

# The values named in the exercise
assert round(m_c, 2) == 0.26 and round(m_d, 2) == 1.06

print(f"longitudinal mass m_l: {m_l:.3f} m0")
print(f"transverse mass m_t: {m_t:.3f} m0")
print(f"1/m_l: {1 / m_l:.4f} 1/m0")
print(f"2/m_t: {2 / m_t:.4f} 1/m0")
print(f"1/m_l + 2/m_t: {1 / m_l + 2 / m_t:.4f} 1/m0")
print(f"conductivity mass m_c: {m_c:.4f} m0")
print(f"m_c rounded: {m_c:.2f} m0")
print(f"m_c from Boltzmann k-grid: {m_c_grid:.4f} m0")
print(f"m_c from k-grid, tau falling with energy: {m_c_tau:.4f} m0")
print(f"mistaken mean of masses (m_l+2m_t)/3: {(m_l + 2 * m_t) / 3:.4f} m0")
print(f"m_l*m_t^2: {m_l * m_t**2:.6f} m0^3")
print(f"one-valley density-of-states mass: {m_one:.4f} m0")
print(f"factor 6^(2/3): {6 ** (2 / 3):.4f} (no unit)")
print(f"six-valley density-of-states mass m_d: {m_d:.4f} m0")
print(f"m_d rounded: {m_d:.2f} m0")
print(f"k-points counted in six ellipsoids: {points} (no unit)")
print(f"m_d from counting k-points: {m_d_count:.4f} m0")
print(f"mistaken 6 * one-valley mass: {6 * m_one:.4f} m0")
print(f"ratio m_d/m_c: {m_d / m_c:.3f} (no unit)")
print(f"temperature: {temperature:.0f} K")
print(f"effective density of states N_c: {Nc:.3e} cm^-3")
print(f"N_c from k-grid: {Nc_grid:.3e} cm^-3")
print(f"N_c if m_c is used by mistake: {Nc_wrong:.3e} cm^-3")
print(f"true N_c / mistaken N_c: {Nc / Nc_wrong:.2f} (no unit)")
print(f"chosen relaxation time: {tau_ps:.1f} ps")
print(f"mobility from m_c: {mobility:.0f} cm^2/(V s)")
print(f"chemical potential above upper valleys: {eta:.1f} kB*T")
print(f"lowering of z valley pair: {splitting:.1f} kB*T")
print(f"share of electrons in z pair: {share[2]:.4f} (no unit)")
print(f"split valleys, conductivity mass along x: {m_split[0]:.4f} m0")
print(f"split valleys, conductivity mass along z: {m_split[2]:.4f} m0")
print("verified")
```

Printed output:

```
longitudinal mass m_l: 0.916 m0
transverse mass m_t: 0.190 m0
1/m_l: 1.0917 1/m0
2/m_t: 10.5263 1/m0
1/m_l + 2/m_t: 11.6180 1/m0
conductivity mass m_c: 0.2582 m0
m_c rounded: 0.26 m0
m_c from Boltzmann k-grid: 0.2582 m0
m_c from k-grid, tau falling with energy: 0.2582 m0
mistaken mean of masses (m_l+2m_t)/3: 0.4320 m0
m_l*m_t^2: 0.033068 m0^3
one-valley density-of-states mass: 0.3210 m0
factor 6^(2/3): 3.3019 (no unit)
six-valley density-of-states mass m_d: 1.0598 m0
m_d rounded: 1.06 m0
k-points counted in six ellipsoids: 1616352 (no unit)
m_d from counting k-points: 1.0601 m0
mistaken 6 * one-valley mass: 1.9258 m0
ratio m_d/m_c: 4.104 (no unit)
temperature: 300 K
effective density of states N_c: 2.738e+19 cm^-3
N_c from k-grid: 2.738e+19 cm^-3
N_c if m_c is used by mistake: 3.293e+18 cm^-3
true N_c / mistaken N_c: 8.32 (no unit)
chosen relaxation time: 0.2 ps
mobility from m_c: 1362 cm^2/(V s)
chemical potential above upper valleys: 1.0 kB*T
lowering of z valley pair: 2.0 kB*T
share of electrons in z pair: 0.5875 (no unit)
split valleys, conductivity mass along x: 0.2271 m0
split valleys, conductivity mass along z: 0.3555 m0
verified
```
